Plane-Wave Cutoff for Talbot Imaging: Evanescent Orders, Flux and Recurrence

**What symmetry and dimensions fix**

A mask in the plane z = 0 repeats along x with period p and is uniform along y. Light of vacuum wavelength λ falls on it at normal incidence. A shift by p changes neither mask nor illumination, so the field behind the mask has period p as well. It can contain only the lateral wavenumbers nG, with n an integer and G = 2π/p. The free space behind the mask is uniform along z, so each of these components must propagate or decay exponentially, independently of the others.

If the pattern recurs at a distance z_T that does not depend on the strengths of the components, the only lengths available are λ and p. Hence

z_T = λ Φ(λ/p).

When all angles are small, write U = A exp(ikz) with k = 2π/λ and A slowly varying. The wave equation then reduces to 2ik ∂A/∂z + ∂²A/∂x² = 0. With x measured in units of p, z enters only through z/(kp²), so z_T must be proportional to p²/λ. The numerical factor, and the form of Φ at large angles, need the calculation below.

**The setting**

A calculation keeps a finite set of plane waves, |n| ≤ N. This is the plane-wave cutoff familiar from electronic-structure programs, and the connection is more than a likeness. In a region of constant potential V₀, an electron of energy E and mass m obeys

∇²ψ + [2m(E − V₀)/ħ²]ψ = 0,

which is the equation of the light field with k² = 2m(E − V₀)/ħ². A lateral cutoff N corresponds to the kinetic energy ħ²N²G²/2m. The optical case is treated first; the electron returns once the cutoff rule is derived.

**From the wave equation to the orders**

Fields vary as exp(−iωt). The electric field is taken along y (TE polarization), E = (0, U(x,z), 0). Its divergence ∂U/∂y vanishes, so Maxwell's equations in free space reduce to the scalar equation

∂²U/∂x² + ∂²U/∂z² + k²U = 0.

Insert U = Σ f_n(z) exp(inGx). The exponentials are independent, so each coefficient obeys

f_n″ + (k² − n²G²) f_n = 0.

With no source or reflector at z > 0, only waves that travel or decay away from the mask are allowed:

U(x,z) = Σ c_n exp(inGx + i k_n z),
k_n = √(k² − n²G²) for |n|G < k,
k_n = iκ_n, κ_n = √(n²G² − k²), for |n|G > k.

The first kind is a propagating order at the angle sin θ_n = nλ/p, and the second is evanescent. The borderline |n|G = k, an order grazing the mask, is excluded.

Take the mask field to be 1 in an opening of width w = fp centred on x = 0, and 0 elsewhere. This is an assumption about the mask, and its cost is estimated later. Then

c_n = (1/p) ∫ exp(−inGx) dx, from −w/2 to w/2
= 2 sin(nGw/2)/(nGp)
= sin(πnf)/(πn),

because Gp = 2π and nGw/2 = πnf. For n = 0 the integral gives c₀ = f.

The example has λ = 365 nm, p = 600 nm and w = 240 nm, so f = 0.4. The amplitudes are c₀ = 0.4000, c₁ = 0.3027 and c₂ = 0.0935, relative to the incident amplitude. Since p lies between λ and 2λ, only n = 0 and ±1 propagate. Order 1 leaves at 37.5°, with cos θ₁ = 0.7937. The amplitudes of orders 2 and 3 fall by a factor e over 83.8 nm and 38.1 nm.

**How many orders to keep**

Dropping all |n| > N causes an error whose mean square over a period is, by the orthogonality of the exponentials,

ε² = Σ_{|n|>N} |c_n|² exp(−2κ_n z),

provided that N includes every propagating order. Two inequalities turn this into a rule. First, κ_n ≥ κ_{N+1} for every dropped order. Second, |c_n| ≤ 1/(π|n|), while 1/n² < 1/(n−1) − 1/n makes the sum of 1/n² over n > N smaller than 1/N. Together, for N ≥ 1,

ε < (1/π) √(2/N) exp(−κ_{N+1} z).

The factor before the exponential is below 1. An error no larger than ε is therefore ensured if κ_{N+1} z ≥ ln(1/ε), that is, if

(N + 1)G ≥ √(k² + [ln(1/ε)/z]²).

The nearest plane of interest sets the cutoff. For z = 60 nm and ε = 0.001, ln(1/ε) = 6.91 and

N + 1 ≥ (600/2π) √((2π/365)² + (6.91/60)²) = 11.1,

so N = 11 suffices. Keeping only the propagating orders at this plane, N = 1, gives an actual rms error of 0.068 of the incident amplitude. The bound gives 0.45 exp(−60/83.8) = 0.22, which is safe but not tight. At z = 0 there is no exponential help, and the bound falls only as 1/√N.

The same argument serves an electron bound at a periodic surface, beyond a plane z = 0 outside which the potential is constant. Take one lateral period and zero lateral Bloch wavenumber. Now E < V₀, so k² = −κ₀² is negative and every order decays, with κ_n = √(κ₀² + n²G²). The error at height z is at most exp(−κ_{N+1} z) times the rms size, at z = 0, of the dropped part. This rule concerns the vacuum tail, and only where the potential has become flat; outside a real metal it approaches the vacuum level slowly, as an image potential, so the decay constants are then approximate. It says nothing about the cutoff needed near the nuclei, which generally has to be set by convergence of the energy or density there.

**How finely to sample the mask**

If the c_n come from a discrete Fourier transform, the sampling is a second setting. Divide the period into M cells and sample at their centres, with J = fM cells exactly filling the opening. The phase step between neighbours is α = 2πn/M, and the geometric sum over the J samples, placed symmetrically about x = 0, gives

c̃_n = (1/M) sin(Jα/2)/sin(α/2) = sin(πnf)/[M sin(πn/M)].

Dividing by c_n, where c_n ≠ 0,

c̃_n/c_n = (πn/M)/sin(πn/M) ≈ 1 + (πn/M)²/6.

For M = 60 the relative error of c₁ is 4.6 × 10⁻⁴. It grows as n² while πn/M is small, so M should be judged at the highest order that matters, not at the first.

The procedure is then to sample, transform, refer the phases to the true cell centres, multiply each order by exp(ik_n z), and sum.

**Flux: what is conserved and what is not**

For this polarization Faraday's law gives H_x = (i/ωμ₀) ∂U/∂z. The time-averaged energy flux along z is

S_z = −½ Re(U H_x*) = (1/2ωμ₀) Im(U* ∂U/∂z).

The incident wave carries k/(2ωμ₀). The flux through one period, relative to the incident flux, is therefore

F = (1/kp) ∫ Im(U* ∂U/∂z) dx.

Differentiate with respect to z. The term |∂U/∂z|² is real and drops out, and the wave equation replaces ∂²U/∂z²:

kp dF/dz = Im ∫ U*(−k²U − ∂²U/∂x²) dx = Im ∫ |∂U/∂x|² dx = 0.

The last step integrates by parts, and the boundary terms cancel by periodicity. The flux is conserved with evanescent orders present, whatever their strength.

Inserting the orders shows who carries it. Cross terms between different n integrate to zero, leaving

F = Σ |c_n|² [Re(k_n)/k] exp(−2 Im(k_n) z) = Σ_prop |c_n|² cos θ_n,

since Re(k_n) = 0 for a decaying order. In the example

F = 0.4000² + 2 × 0.3027² × 0.7937 = 0.3055.

The mean of |U|² behaves differently:

⟨|U|²⟩ = Σ |c_n|² exp(−2 Im(k_n) z).

It is 0.4000 at the mask, 0.3479 at 60 nm and 0.3433 at 400 nm, where the evanescent part has nearly gone. This fall is not a loss of energy. Even far away 0.3433 differs from F, because the oblique orders lack their factor cos θ₁. The distinction matters for a resist, whose local absorption follows |E|²: evanescent orders can shape an exposure close to the mask although they carry no flux through free space.

That last statement depends on there being no reflector. If something beyond the gap returns a wave, one order becomes u = A exp(−κz) + B exp(κz). Then

u* ∂u/∂z = κ[−|A|² exp(−2κz) + |B|² exp(2κz) + A*B − AB*],

and, since A*B − AB* = 2i Im(A*B),

Im(u* ∂u/∂z) = 2κ Im(A*B).

This does not depend on z and need not vanish. It is tunnelling: a nearby resist in which the order can propagate, or be absorbed, draws energy through the gap.

**Recurrence with three propagating orders**

For λ < p < 2λ the propagating part of the field is

U_prop = exp(ikz) [c₀ + 2c₁ cos(Gx) exp(−iΔz)], Δ = k − k₁.

The factor exp(ikz) is common to all x. The bracket returns when Δz = 2π. With k₁ = k√(1 − λ²/p²),

z_T = 2π/Δ = λ/[1 − √(1 − λ²/p²)].

This is the function Φ that dimensional reasoning left open. The intensity is

I = c₀² + 4c₁² cos²(Gx) + 4c₀c₁ cos(Gx) cos(Δz),

so z_T is also the smallest distance at which the intensity returns from every starting plane, if c₀ and c₁ are both nonzero. In the example

z_T = 365 nm/(1 − 0.7937) = 1769 nm = 1.769 μm.

The formula also holds for larger p if the mask supplies only orders 0 and ±1. For small λ/p, the expansion 1 − √(1 − q²) = q²/2 + q⁴/8 + … with q = λ/p gives

z_T ≈ 2p²/λ − λ/2.

The leading term is the paraxial distance, here 1973 nm. It lies about 0.20 μm beyond the true one, and at that plane cos(Δz) has dropped to 0.75. For this mask the gap should be set from the full formula.

Two intermediate planes are useful. At z_T/2 the factor exp(−iΔz) is −1, which is the same as replacing x by x + p/2: the pattern is shifted by half a period. At z_T/4, cos(Δz) = 0 and

I = c₀² + 4c₁² cos²(Gx),

which has period p/2. These statements concern the propagating part. One full recurrence later, at 5z_T/4, the evanescent part is negligible and the peaks reach 0.16 + 0.367 = 0.527 of the incident intensity.

At z_T the main peak is (c₀ + 2c₁)² = 1.011. Midway between main peaks the intensity is (c₀ − 2c₁)² = 0.042, a weak secondary maximum: because 2c₁ > c₀, the field passes through zero on either side of it.

**What does not recur**

The sharp-edged mask field never returns, because its evanescent orders do not. Comparing the field at z₀ with that at z₀ + z_T, after removing the common phase exp(ikz_T), gives the mean-square difference

D² = Σ_evan |c_n|² |exp(−κ_n z₀) − exp(−κ_n(z₀ + z_T) − ikz_T)|².

From z₀ = 100 nm, D = 0.041 of the incident amplitude. The two second orders account for nearly all of it: √2 × 0.0935 × exp(−100/83.8) = 0.040. From the mask itself, the part that is lost has rms size √(0.4000 − 0.3433) = 0.238. What recurs is a smoothed, three-order version of the mask.

At z_T the amplitude of order 2 is 6 × 10⁻¹¹. Propagating backwards to the mask would have to multiply it, and any noise in that order, by the inverse of its decay factor. Backward propagation therefore needs a cutoff set by the noise, whereas forward propagation is not harmed by extra orders whose amplitudes are accurate. Orders taken from a sampled mask must still stay below |n| = M/2, beyond which the discrete transform only repeats lower ones.

**Recurrence with more orders**

If c₀ is nonzero, a set of propagating orders recurs exactly at z only if (k − k_n)z/2π is an integer for each n present. In general no distance satisfies all these conditions. With s = nλ/p,

k_n = k(1 − s²/2 − s⁴/8 − …).

At z = 2p²/λ the quadratic term contributes the phase −2πn², which has no effect. The next term leaves a phase error of magnitude

φ_n ≈ (2π/λ)(n⁴λ⁴/8p⁴)(2p²/λ) = (π/2) n⁴ (λ/p)².

The paraxial recurrence is good when this is small for every order of appreciable strength. For small φ_n the rms field error is [Σ |c_n|² φ_n²]^(1/2). Take a smooth mask containing only |n| ≤ 2, with the amplitudes above. Propagating it with the full k_n gives an error of 0.0085 at p = 20λ and 0.0021 at p = 40λ, the expected fall by four.

A hard-edged mask is less forgiving. Keep f = 0.4 and λ = 365 nm but set p = 3000 nm, so that 17 orders propagate. Define the overlap of the propagating field with its starting form as

O(z) = |Σ c_n² exp(ik_n z)| / Σ c_n².

A numerical scan within 10% of the paraxial distance, 49.32 μm, finds the largest overlap, 0.9615, at 48.40 μm. To read this number, minimize the mean-square difference between the two fields over a common phase. With P = Σ c_n² the minimum is 2P(1 − O), so the rms error relative to the rms field is

√(2 × 0.0385) = 0.28.

An overlap of 96% thus hides a field error of 28%. The best plane lies 0.92 μm short of the paraxial one. By the expansion above, the return of order n that the paraxial theory places at 2p²/λ comes about n²λ/2 early, which is 0.73 μm for n = 2 and 1.64 μm for n = 3. Order n also returns to phase about every 2p²/(n²λ), so higher orders have several returns within the scan: order 4 is in phase 3.1 μm early and again about 0.2 μm early. The best plane therefore does not move steadily as orders are added. It lies 0.64, 1.41 and 0.42 μm short for |n| ≤ 2, 3 and 4, and 0.92 μm short with all 17 orders.

**Beside a real exposure**

The example resembles proximity exposure with the mercury i-line, near 365 nm, but its gap of 1.77 μm is small; gaps of tens of micrometres are closer to usual proximity practice. The resist index 1.70, resist thickness 300 nm, source tilt 1° and bandwidth 6 nm used here are rough typical values. The assumed mask field strongly affects the amplitudes and the flux. For an infinitely thin, perfectly conducting mask, continuity of H_x across the opening requires Σ k_n c_n exp(inGx) = k there. Solving this with eight cosines that vanish at the slit edges, and the same functions as weights, gives |c₀| = 0.465 and |c₁| = 0.388. With one more digit kept, the flux becomes 0.4646² + 2 × 0.3877² × 0.7937 = 0.454, about half as large again as 0.3055. These values are good to about 1%, because the true field rises as the square root of the distance from a slit edge, which cosines fit slowly. A basis with that edge behaviour built in gives |c₀| = 0.467, |c₁| = 0.388 and a flux of 0.457, and lowers the round-trip magnitude quoted below from 0.144 to 0.143. In this model the relative phase of the orders, 0.7°, moves the image planes by only a few nanometres, and z_T itself is unchanged because it does not contain the c_n. A real metal film has thickness and finite conductivity and is carried by a glass plate, which changes the amplitudes and phases further. This estimate omits all three, as it does resist absorption and substrate reflection.

The other effects set practical limits on the gap and the process.

Reflection from the resist violates the assumption of an empty half-space. At normal incidence its amplitude is (1 − 1.70)/(1 + 1.70) = −0.259. The thin conducting mask returns order 0 with amplitude c₀ − 1, and one round trip has magnitude 0.144. To first order, interference of this wave with the direct one changes the order-0 intensity by about ±2 × 0.144, or ±29%, as the gap varies; summing repeated round trips in order 0 makes this −23% to +36%. Light returned by the resist in orders ±1 is also scattered into order 0 by the mask. That contribution is of similar size, 0.17 per round trip. With orders 0 and ±1 coupled, the order-0 intensity varies from −31% to +62% for gaps between 1.55 and 2.0 μm. So 29% gives only the order of magnitude of the effect, and all these figures hold only when little light returns from below the resist. A thin resist film on bare silicon can reflect two to three times as much amplitude, and the swing can then be much larger, because repeated round trips are no longer weak.

A tilt θ of the source changes k₁ and k₋₁ in opposite directions, by ∓Gk sin θ/k₁ to first order. The fringes move sideways by

δ = z sin θ/cos θ₁,

which is 39 nm at z_T for 1°. A source with a spread of tilts blurs the image accordingly. Since δ grows with z, the tenth recurrence would shift by 389 nm, more than half a period. The bandwidth spreads z_T by 37 nm, about 2%, and this spread also multiplies with the number of recurrences.

Inside the resist λ is replaced by λ/1.70, which lengthens the recurrence distance of orders 0 and ±1 to 3242 nm. If the resist surface is at z_T and reflections are ignored, the factor cos(Δz) at the bottom of the film is cos(2π × 300/3242) = 0.84.

For TM polarization the electric vectors of the orders are not parallel. Order n points along (cos θ_n, 0, −sin θ_n), so in the air gap interference between orders 0 and 1 is weighted by cos θ₁ = 0.79, and that between +1 and −1 by cos 2θ₁ = 0.26. Inside the resist sin θ₁ is smaller by the factor 1.70, and the weights rise to 0.93 and 0.74. The TE intensities above do not apply to unpolarized light.

Finally, a real mask ends. Orders ±1 travel sideways by z_T tan θ₁ = 1.36 μm before the first recurrence, so a border of about that width lacks one of the three beams. The periodic model describes the interior of a grating much wider than this.
